\section*{Axial ratio of strontium titanate with rigid, rotated octahedra}

\section*{The question}

Strontium titanate, SrTiO$_3$, is a high-permittivity oxide that has been studied as a gate dielectric on silicon. Each Ti ion sits at the centre of an octahedron of six oxygen ions, and each oxygen is a corner shared by two octahedra. In the cubic phase the octahedra are aligned with the cubic axes. On cooling, a lattice vibration in which the octahedra swing about a cubic axis becomes soft, and below the transition its displacement pattern is frozen in as a static rotation.

Use the following model throughout, except where a part changes it.
\begin{itemize}
\item Every octahedron is regular and rigid, with Ti--O length $d$.
\item Octahedra rotate about the $z$ axis only, and all corners stay shared.
\item The Ti ions form a rectangular lattice with edges $a$, $b$ and $c$ along $x$, $y$ and $z$. These nearest Ti--Ti distances are called the pseudocubic edges, and $c/a$ is the pseudocubic axial ratio.
\item An angle $\theta$ is positive when anticlockwise seen from $+z$. Since a quarter turn brings an octahedron back onto itself, angles are taken between $-45^\circ$ and $45^\circ$.
\end{itemize}
For numbers, take a rotation of $2.1^\circ$ and an unrotated cubic edge of $0.3905$~nm, a rough value for this material.

\section*{Part (a): one layer}

\textbf{Question.} One octahedron is turned by $\phi$. Find the angles of its neighbours in the same layer, and the edges $a$ and $b$.

\textbf{Model answer.} Relative to its own Ti ion, an octahedron turned by $\theta$ has corners at
\begin{equation}
\pm d(\cos\theta,\sin\theta,0),\qquad
\pm d(-\sin\theta,\cos\theta,0),\qquad
\pm d(0,0,1).
\end{equation}
Put the first Ti ion at the origin, with $\theta=\phi$, and its neighbour at $(a,0,0)$, with unknown angle $\theta'$. The oxygen between them is the $+x$ corner of the first octahedron and the $-x$ corner of the second. Both descriptions must give the same point:
\begin{equation}
d(\cos\phi,\sin\phi,0)=(a,0,0)-d(\cos\theta',\sin\theta',0).
\end{equation}
The $y$ component reads $\sin\phi=-\sin\theta'$. In the allowed range of angles the sine takes each value once, so
\begin{equation}
\theta'=-\phi .
\end{equation}
The neighbour turns by the same amount in the opposite sense, like a meshing gear. The $x$ component then gives
\begin{equation}
a=d\cos\phi+d\cos\theta'=d\cos\phi+d\cos(-\phi)=2d\cos\phi .
\end{equation}

For the neighbour at $(0,b,0)$, with angle $\theta''$, the shared oxygen is the $+y$ corner of the first and the $-y$ corner of the second:
\begin{equation}
d(-\sin\phi,\cos\phi,0)=(0,b,0)-d(-\sin\theta'',\cos\theta'',0).
\end{equation}
The $x$ component is $-\sin\phi=\sin\theta''$, so $\theta''=-\phi$. The $y$ component gives
\begin{equation}
b=d\cos\phi+d\cos\theta''=2d\cos\phi=a .
\end{equation}
The two in-plane edges are equal, so the Ti ions of the layer form a square lattice. The conditions can be met throughout the layer: a closed path on a square grid has an even number of steps, and the sign of the angle returns to its starting value.

\section*{Part (b): stacking the layers}

\textbf{Question.} Find $c$. What rotations are possible in the next layer? Below its transition SrTiO$_3$ has successive layers turned in opposite senses. Find the edges of its tetragonal repeat cell.

\textbf{Model answer.} The oxygen between two Ti ions stacked along $z$ lies on the rotation axis. Its position does not depend on either angle, and matching gives
\begin{equation}
d(0,0,1)=(0,0,c)-d(0,0,1)\quad\Longrightarrow\quad c=2d .
\end{equation}

This corner transmits no information about the rotation, but the layers share the same edge $a$. If the next layer is turned by $\phi_2$, part (a) applied to it gives $a=2d\cos\phi_2$. Hence $\cos\phi_2=\cos\phi$ and $\phi_2=\pm\phi$. The size of the rotation is fixed by the common edge, while its sense is free within this model. Selecting the sense requires an energy, which rigid geometry does not supply.

With opposite senses in successive layers, the angle at the Ti site labelled by integers $(n_x,n_y,n_z)$ is
\begin{equation}
\theta(n_x,n_y,n_z)=(-1)^{n_x+n_y+n_z}\,\phi .
\end{equation}
This sign alternates along all three axes, which is the pattern of a phonon at the corner of the cubic Brillouin zone. One step along $x$ reverses the sign, so $a$ is not a repeat distance. The diagonal steps $(a,a,0)$ and $(a,-a,0)$ preserve the sign and are perpendicular, each with length $\sqrt{a^2+a^2}=\sqrt2\,a$. Along $z$ the pattern repeats after two layers. Steps such as $(a,0,c)$ also preserve the sign, so the cell built on these edges is body-centred rather than primitive. The tetragonal cell therefore has edges $\sqrt2\,a$, $\sqrt2\,a$ and $2c$.

The ratio of these cell edges is $2c/(\sqrt2\,a)=\sqrt2\,(c/a)$. It is close to $1.414$ even without rotation. To measure the departure from a cube, the cell edges must first be divided by $\sqrt2$ and $2$.

\section*{Part (c): the axial ratio}

\textbf{Question.} Show that for a rotation of $2.1^\circ$ the pseudocubic axial ratio exceeds unity by about $0.07$ percent. Find the first two terms of the excess at small angle, and explain why the sense of rotation does not matter.

\textbf{Model answer.} Dividing the edges found above,
\begin{equation}
\frac ca=\frac{2d}{2d\cos\phi}=\frac1{\cos\phi}.
\label{ratio}
\end{equation}
The bond length cancels. For $0<|\phi|<45^\circ$ the cosine is positive and below one, so $c/a>1$. With $\cos 2.1^\circ=0.999328$,
\begin{equation}
\frac ca=\frac1{0.999328}=1.000672,
\qquad \frac ca-1=0.0672\ \text{percent},
\end{equation}
which is about $0.07$ percent, as required.

For the small-angle form, with $\phi$ in radians, write $\cos\phi=1-u$, where
\begin{equation}
u=\frac{\phi^2}{2}-\frac{\phi^4}{24}+O(\phi^6).
\end{equation}
Then $1/\cos\phi=1/(1-u)=1+u+u^2+O(u^3)$. To fourth order $u^2=\phi^4/4$, and $u^3$ begins at sixth order. Thus
\begin{align}
\frac ca-1
&=\frac{\phi^2}{2}-\frac{\phi^4}{24}+\frac{\phi^4}{4}+O(\phi^6)\nonumber\\
&=\frac{\phi^2}{2}+\frac{5\phi^4}{24}+O(\phi^6).
\label{series}
\end{align}
Here $\phi=2.1\pi/180=0.036652$. The first term is $0.06717$ percent and the second is $0.000038$ percent, so the quadratic term is sufficient.

Reversing the rotation replaces $\phi$ by $-\phi$, and the cosine is unchanged. The excess therefore contains even powers only. In the language of phase transitions, the angle is the order parameter and the tetragonal distortion follows as its square. This is why a rotation of nearly $0.04$ radian produces a distortion of less than one part in a thousand.

The geometry can also be solved numerically without assuming the pattern of rotations. In a periodic block of $2\times2\times2$ octahedra, one angle was set to $2.1^\circ$, and the other seven angles and three edges were adjusted until all shared corners coincided. Starting the second layer in either sense gave $c/a=1.000672$, in agreement with Eq.~\eqref{ratio}.

\section*{Part (d): where the ions go}

\textbf{Question.} Calculate the edges, the volume change, the sideways shift of an in-plane oxygen and the in-plane Ti--O--Ti angle. Does the crystal become tetragonal by stretching along $z$? What would happen to the bonds if $c=a$ were imposed at the same rotation angle?

\textbf{Model answer.} In the unrotated crystal the edge is $2d$, so $d=0.3905/2=0.19525$~nm. Rigidity keeps this length fixed during the rotation. Hence
\begin{align}
c&=2d=0.39050\ \text{nm},\\
a&=2d\cos\phi=0.39050\times0.999328=0.39024\ \text{nm}.
\end{align}
The edges differ by $0.26$~pm. In this model the $c$ edge does not grow: the cell becomes tetragonal because both in-plane edges shrink. Real octahedra can deform slightly as they turn, and a bond-length change of a few hundredths of a percent is enough to alter $c$ by a comparable amount. The model therefore does not settle how each edge of the real crystal moves.

The volume per formula unit is $a^2c=8d^3\cos^2\phi$, compared with $8d^3$ before rotation. The relative change is
\begin{equation}
\cos^2\phi-1=-\sin^2\phi=-0.134\ \text{percent}.
\end{equation}
Rigid octahedra keep their volume, so in the model the loss comes from the spaces between them, where the Sr ions sit. Small deformations of real octahedra can change this figure considerably.

The oxygen between the Ti ions at $(0,0,0)$ and $(a,0,0)$ is at
\begin{equation}
d(\cos\phi,\sin\phi,0)=\left(\frac a2,\frac a2\tan\phi,0\right),
\end{equation}
because $d=a/(2\cos\phi)$. It remains midway between the Ti ions in $x$ and moves sideways by $(a/2)\tan\phi=7.2$~pm. This shift is first order in $\phi$ and is about 27 times the difference between the edges. The oxygen positions thus change far more than the cell edges do, although the extra diffraction intensity produced by this shift is, like the edge difference, of second order in $\phi$.

At this oxygen, the directions to the two Ti ions each make an angle $\phi$ with the $x$ axis, on the same side of it. The bridge angle is therefore
\begin{equation}
180^\circ-2\phi=175.8^\circ .
\end{equation}

Now impose $a=c=2d=0.3905$~nm, keeping the angle at $2.1^\circ$ and the in-plane oxygens at the sideways shift $(a/2)\tan\phi$. The axial bond is $a/2$, but the in-plane bond is
\begin{equation}
\sqrt{\left(\frac a2\right)^2+\left(\frac a2\tan\phi\right)^2}
=\frac a2\sqrt{1+\tan^2\phi}=\frac{a}{2\cos\phi}.
\end{equation}
The four in-plane bonds are then longer than the two axial bonds by $0.13$~pm. A cell with equal edges can contain rotated octahedra of this kind, but they are not regular. Its symmetry is tetragonal all the same, because the rotation singles out the $z$ axis. Rotation alone allows $c\neq a$; rigidity fixes the sign and size of the difference.

\section*{Part (e): how rigid is rigid enough?}

\textbf{Question.} Let the axial Ti--O bond be $(1+s)d$ while the in-plane bonds remain $d$. Find the new axial ratio. Evaluate it for $s=0.01$ percent, and find the $s$ that makes $c=a$. Compare the effect of an error of $0.1^\circ$ in the angle. Can the angle be inferred reliably from $c/a$?

\textbf{Model answer.} The in-plane matching of part (a) is unaffected, so $a=2d\cos\phi$. Along $z$ each half-edge is now $(1+s)d$, giving $c=2(1+s)d$ and
\begin{equation}
\frac ca=\frac{1+s}{\cos\phi}\simeq1+s+\frac{\phi^2}{2}.
\label{stretch}
\end{equation}
The last form drops the product $s\phi^2/2$ and terms of order $\phi^4$. The bond distortion enters at first order, while the rotation enters at second order. A small failure of rigidity can therefore compete with the whole rotational effect.

For $s=0.01$ percent the axial bond changes by only $0.020$~pm, yet the excess rises from $0.0672$ to $0.0772$ percent. This is a change of 15 percent relative to the rigid result. The ratio becomes one when $1+s=\cos\phi$, or
\begin{equation}
s=\cos\phi-1=-0.067\ \text{percent}.
\end{equation}
An axial bond shortened by about $0.13$~pm would hide the rotation from a measurement of the edges.

For an angular error $\delta\phi$, differentiating the leading term gives a change $\phi\,\delta\phi$ in the excess. Relative to $\phi^2/2$ this is $2\delta\phi/\phi$, or $2(0.1/2.1)=9.5$ percent. Direct evaluation at $2.0^\circ$ and $2.2^\circ$ gives $0.0610$ and $0.0738$ percent, consistent with this estimate.

Conversely, if rigidity is assumed and an excess $e$ is measured, the inferred angle is approximately $\sqrt{2e}$. For the stretched octahedron above,
\begin{equation}
\sqrt{2\times0.000772}=0.0393\ \text{rad}=2.25^\circ,
\end{equation}
although the true angle is $2.1^\circ$. The inference is reliable only if the octahedral shape is known independently to a strain well below $\phi^2/2$. A uniform change of all bond lengths is harmless, because $d$ cancels in Eq.~\eqref{ratio}.

\section*{Part (f): temperature and a film on silicon}

\textbf{Question.} (i) Let the static angle obey the mean-field law $\phi^2(T)=\phi_0^2(1-T/T_s)$ below $T_s$ and vanish above it, with $\phi_0=2.1^\circ$ and a rough transition temperature $T_s=105$~K. Estimate the excess at $77$ and $300$~K.

(ii) An unrotated SrTiO$_3$ film is matched in plane to silicon (001), with its cubic edge along the silicon surface-cell edge $0.543/\sqrt2$~nm. Its normal is $z$ and its top surface is free. Treat it as an isotropic elastic solid with a rough Poisson ratio $\nu=0.24$. Find $c/a-1$, and state where the result of part (c) applies.

\textbf{Model answer.} (i) At leading order the excess is $\phi^2/2$, so it falls linearly with temperature in this law. At $77$~K,
\begin{equation}
0.0672\left(1-\frac{77}{105}\right)=0.018\ \text{percent},
\end{equation}
with an angle of $1.1^\circ$. At $300$~K the static angle and the excess are zero. The value at $77$~K is an order-of-magnitude estimate: the law makes $\phi^2$ keep rising linearly down to absolute zero, whereas quantum motion of the lattice makes the real angle level off. Because the law is tied to the low-temperature angle, it gives too small an angle at $77$~K, and $\phi^2$ there may be too low by a factor of roughly two. The excess of the real crystal at that temperature, whose octahedra also deform, is larger still, about three times this estimate.

(ii) The in-plane strain relative to the cubic film is
\begin{equation}
\epsilon_{xx}=\epsilon_{yy}=\frac{0.543/\sqrt2}{0.3905}-1=-1.68\ \text{percent}.
\end{equation}
The film is compressed by equal in-plane stresses $\sigma$. The free surface requires $\sigma_{zz}=0$. With Young's modulus $E$, Hooke's law gives
\begin{equation}
\epsilon_{xx}=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E},
\qquad
\epsilon_{zz}=-\frac{\nu(\sigma+\sigma)}{E}=-\frac{2\nu\sigma}{E}.
\end{equation}
Eliminating $\sigma/E=\epsilon_{xx}/(1-\nu)$,
\begin{equation}
\epsilon_{zz}=-\frac{2\nu}{1-\nu}\epsilon_{xx}
=-\frac{0.48}{0.76}(-1.68)=1.06\ \text{percent}.
\end{equation}
Both edges start from the same cubic length, so
\begin{equation}
\frac ca-1=\frac{1+\epsilon_{zz}}{1+\epsilon_{xx}}-1
=\frac{1.0106}{0.9832}-1\simeq2.8\ \text{percent}.
\end{equation}
This is about 41 times the rotational excess at $2.1^\circ$.

The chosen cubic edge is a room-temperature value. Cooling shortens it by roughly $0.2$ percent, but the bond length cancels in the ratio of part (c). The chosen angle is close to that of bulk SrTiO$_3$ at low temperature, where the measured tetragonal excess is roughly $0.08$ to $0.10$ percent. The often quoted value near $0.056$ percent belongs to higher temperatures, around $80$~K, where the angle is smaller. The rigid model gives the right sign and rough size of the low-temperature excess but falls below it. By Eq.~\eqref{stretch}, the difference corresponds to axial bonds longer than in-plane bonds by about $0.01$ to $0.03$ percent, a fifth to a half of $\phi^2/2$, so real octahedra are not rigid enough for closer agreement. A gate dielectric breaks two further assumptions. At room temperature the bulk crystal has no static rotation, which removes the $0.07$ percent altogether. In a fully matched film, the substrate strain raises the ratio to the percent level in the elastic estimate above. That estimate neglects any rotation or polar displacement of the ions induced by the strain, although compression of this size raises the onset temperatures of both towards room temperature, and a film that relaxes through defects would have a smaller distortion. The result of part (c) therefore applies to cold, unstrained crystal, and is accurate only if any difference between axial and in-plane bond lengths is a strain well below $\phi^2/2$.

\section*{Calculated quantities}
\begin{verbatim}
rotation angle: 2.1 degrees = 0.036652 rad
cosine of rotation angle: 0.99932839
unrotated cubic edge (rough input): 0.3905 nm
Ti-O bond length d: 0.19525 nm
pseudocubic edge a: 0.390238 nm
pseudocubic edge c: 0.390500 nm
difference c - a: 0.2623 pm
true cell edge sqrt(2) a: 0.551880 nm
true cell edge 2 c: 0.781000 nm
axial ratio c/a from formula: 1.00067206
c/a from network, layers in same sense: 1.00067206
c/a from network, layers opposite: 1.00067206
excess c/a - 1: 0.06721 percent
series term phi^2/2: 0.06717 percent
series term 5 phi^4/24: 0.000038 percent
volume change: -0.1343 percent
sideways oxygen shift: 7.155 pm
in-plane Ti-O-Ti angle: 175.80 degrees
bond spread if c = a were kept: 0.1312 pm
assumed axial bond stretch s: 0.010 percent
axial bond change for that s: 0.0195 pm
excess with that stretch: 0.07721 percent
relative change of excess by stretch: 14.9 percent
assumed angle error: 0.1 degrees
excess at lower angle: 0.06095 percent
excess at upper angle: 0.07376 percent
transition temperature (rough input): 105 K
mean-field angle at 77 K: 1.08 degrees, excess 0.0179 percent
mean-field angle at 300 K: 0.00 degrees, excess 0.0000 percent
silicon cubic edge (rough input): 0.543 nm
Poisson ratio (rough input): 0.24
matched film in-plane strain: -1.68 percent
matched film normal strain: 1.06 percent
matched film c/a - 1 from strain: 2.78 percent
film strain effect / rotation effect: 41
\end{verbatim}
